# BenDaniel-Duke Interface Conditions from Hermiticity, Current Conservation and Envelope Continuity, part 2

An electron in a single parabolic band moves along the growth direction $z$ through materials with different effective masses. The problem is which rule connects its envelope function $\psi$ across an abrupt interface at $z=0$. The mass is $m_-$ for $z<0$ and $m_+$ for $z>0$, the potential $V(z)$ is real and bounded, $E$ is the energy, and a prime denotes $d/dz$. Masses are measured in units of the free-electron mass $m_0$, with $\hbar^2/m_0=0.07620$ eV nm².

With $u=\psi'/m$, a matrix $M$ takes the column $(\psi,u)$ from the left side of the interface to the right. For two functions $\phi$ and $\psi$, with $u_\phi=\phi'/m$ and $u_\psi=\psi'/m$, define

$$W(z)=\phi^*u_\psi-u_\phi^*\psi .$$

The Hamiltonian $H$ is Hermitian if and only if $W$ is continuous at the interface for every pair of admitted functions. This is equivalent to continuity of the current $j=\hbar\,\mathrm{Im}(\psi^*u)$ for every admitted state.

If the envelope is continuous and the interface carries no potential $S\delta(z)$, the BenDaniel-Duke (BDD) conditions follow:

$$\psi(0^+)=\psi(0^-),\qquad \frac{1}{m_+}\psi'(0^+)=\frac{1}{m_-}\psi'(0^-) .$$

The faulty rule, with $\psi$ and $\psi'$ both continuous, does not conserve the current when the masses differ:

$$M=\begin{pmatrix}1&0\\0&m_-/m_+\end{pmatrix},\qquad j(0^+)=\frac{m_-}{m_+}\,j(0^-) .$$

The example of a step has an electron of energy 0.50 eV arriving from a material of mass $0.05\,m_0$ at a step of 0.40 eV, beyond which the mass is $0.10\,m_0$. The wave numbers before and beyond the step are $k_1$ and $k_2$, the velocities $v=\hbar k/m$ are $v_1$ and $v_2$, and $R$ and $T$ are the reflection and transmission probabilities. The BenDaniel-Duke conditions give $R=0.270$ and $T=0.730$. The faulty rule gives $R=0.051$ and $T=0.475$, so that probability is lost.

## Graded layers, operator ordering and the quantum well

In what follows, $u=\psi'/m$, and the masses to the left and right of an interface are $m_-$ and $m_+$. A transmitting interface connects the values of $(\psi,u)$ by a matrix $M$. Hermiticity, which is equivalent to a continuous current for all states, requires $M$ to be a real matrix of determinant one, up to a phase. Continuity of $\psi$ reduces the freedom to $u_+-u_-=c\,\psi(0)$, where $c=2S/\hbar^2$ for an interface potential $S\delta(z)$. The BenDaniel-Duke conditions are the case $c=0$.

The same conditions can be reached from a Hamiltonian that is defined through the interface as well as beside it. Let the mass change smoothly across a layer of width $w$, and take

$$H=-\frac{\hbar^2}{2}\frac{d}{dz}\frac{1}{m(z)}\frac{d}{dz}+V(z) .$$

With $u=\psi'/m$, the equation $H\psi=E\psi$ becomes a pair of first-order equations,

$$\psi'=m\,u,\qquad u'=\frac{2}{\hbar^2}(V-E)\,\psi .$$

No derivative of the mass occurs in them. Their coefficients stay bounded however thin the layer is made, so $\psi$ and $u$ stay bounded inside it. The changes across the layer,

$$\Delta\psi=\int_0^w m\,u\,dz,\qquad \Delta u=\frac{2}{\hbar^2}\int_0^w(V-E)\,\psi\,dz ,$$

are then proportional to $w$ at leading order and vanish in the abrupt limit. Both $\psi$ and $\psi'/m$ become continuous.

An energy argument gives the same result without a graded layer. Consider continuous envelopes and the functional

$$F[\psi]=\int\left(\frac{\hbar^2}{2m}|\psi'|^2+V|\psi|^2-E|\psi|^2\right)dz .$$

Nothing is assumed about the slopes at $z=0$. Let $\psi^*$ change by a small continuous function $\eta^*$. The part of the variation that contains $\eta^*$ is integrated by parts on each half-line. The right side produces the boundary term $-(\hbar^2/2)\eta^*(0)u(0^+)$ and the left side $+(\hbar^2/2)\eta^*(0)u(0^-)$, so that

$$\delta F=\int\eta^*\left(-\frac{\hbar^2}{2}u'+V\psi-E\psi\right)dz-\frac{\hbar^2}{2}\,\eta^*(0)\left[u(0^+)-u(0^-)\right].$$

This must vanish for every $\eta$. Functions with $\eta(0)=0$ enforce the Schrödinger equation on each side, and those with $\eta(0)\neq0$ then enforce $u(0^+)=u(0^-)$. For a continuous envelope and a functional without an interface term, stationarity thus selects the continuity of $\psi'/m$ by itself. A term $S|\psi(0)|^2$ added to $F$ would instead give the jump $u(0^+)-u(0^-)=2S\psi(0)/\hbar^2$ found before.

The position of the mass between the two derivatives was a choice, however. Other orderings are equally Hermitian. A one-parameter family is

$$H_\alpha=-\frac{\hbar^2}{2}\,m^\alpha\frac{d}{dz}m^\beta\frac{d}{dz}m^\alpha+V,\qquad 2\alpha+\beta=-1 ,$$

with masses in units of $m_0$ in the powers. The constraint on the exponents ensures the usual kinetic energy where the mass is constant. The operator is Hermitian for smooth $m$ because it reads the same in reverse order and the two derivatives contribute two minus signs under integration by parts. The preceding choice is $\alpha=0$.

To find the abrupt limit, define $f=m^\alpha\psi$ and $g=m^\beta f'$. The eigenvalue equation gives $m^\alpha g'=(2/\hbar^2)(V-E)\psi$, and hence

$$f'=m^{-\beta}g,\qquad g'=\frac{2}{\hbar^2}(V-E)\,m^{-2\alpha}f .$$

The coefficients are again bounded, so $f$ and $g$ are continuous when $w\to0$. Outside the layer, where $m'=0$, one has $g=m^{\alpha+\beta}\psi'=m^{\alpha+\beta+1}u=m^{-\alpha}u$. The matching rule is therefore

$$\psi_+=\left(\frac{m_-}{m_+}\right)^{\alpha}\psi_-,\qquad u_+=\left(\frac{m_+}{m_-}\right)^{\alpha}u_- .$$

The two factors are inverse to each other, the determinant is one, and the current is conserved. Yet for $\alpha\neq0$ and unequal masses the envelope jumps. This explicit family shows that Hermiticity and current conservation alone cannot lead to the BenDaniel-Duke conditions.

The origin of the jump becomes visible when the derivatives are carried out. Put $\Lambda=\ln m$, so that $(m^\alpha\psi)'=m^\alpha(\psi'+\alpha\Lambda'\psi)$. A second differentiation, after multiplication by $m^\beta$, gives

$$m^\alpha\left[m^\beta(m^\alpha\psi)'\right]'=\frac1m\left[\psi''-\Lambda'\psi'+\alpha\Lambda''\psi-\alpha(1+\alpha)\Lambda'^2\psi\right],$$

where $2\alpha+\beta=-1$ and $\alpha+\beta=-1-\alpha$ were used. The first two terms are the result for $\alpha=0$. The others act as an additional potential

$$V_\alpha=-\frac{\hbar^2}{2m}\left[\alpha\Lambda''-\alpha(1+\alpha)\Lambda'^2\right].$$

It is confined to the graded layer and grows as $1/w^2$ when the layer is thinned, faster than the $1/w$ of a delta potential. This is how it can force a jump in $\psi$ itself.

Direct integration of this expanded equation across a layer of 0.001 nm, with the mass rising from 0.05 to $0.10\,m_0$, gives diagonal elements of $M$ equal to 1.414 and 0.707 for $\alpha=-1/2$. These are $2^{1/2}$ and $2^{-1/2}$, as the matching rule requires. For $\alpha=0$ both are 1.000. For each ordering examined, the largest deviation of a matrix element from its abrupt limit falls tenfold when the width is reduced from 0.01 to 0.001 nm, in accordance with an error linear in $w$. Such widths, far below an atomic spacing, serve to examine a mathematical limit and do not describe a real interface.

The choice $\alpha=0$ is thus a physical statement about the envelope, which the one-band equation cannot supply. In a crystal the full wave function is, to leading order, the envelope times a rapidly varying band-edge Bloch function. The full wave function is continuous. If the Bloch functions of the two materials are nearly the same, the envelope must be nearly continuous too. Where they differ strongly, or where the interface mixes several bands or valleys, this argument loses its force and a larger set of coupled matching conditions is needed.

The consequences for subbands can be seen in a symmetric well of width $L=10$ nm with mass $m_w=0.05\,m_0$, between barriers of height $V_0=0.40$ eV and mass $m_b=0.10\,m_0$. These are round model parameters, and the bands are taken as parabolic at all energies. In a semiconductor a mass of $0.05\,m_0$ goes with a gap of the order of 1 eV, so that the band is markedly nonparabolic at 0.3 to 0.5 eV. This moves the lowest level of such a well by only a few meV, but it lowers the third by several tens of meV, more than the difference between orderings found below for that level. The upper levels, like the numbers for the step at 0.50 eV, therefore compare matching rules within the parabolic model and do not predict values for a real structure. For $0<E<V_0$ define

$$k=\sqrt{\frac{2m_wE}{\hbar^2}},\qquad \kappa=\sqrt{\frac{2m_b(V_0-E)}{\hbar^2}} .$$

The well is symmetric about $z=0$, so the states are even or odd and the edge at $z=L/2$ suffices. An even state is $\cos kz$ in the well and $Ae^{-\kappa(z-L/2)}$ in the barrier. To compare orderings, let the values pass from well to barrier as $\psi_b=s\psi_w$ and $u_b=u_w/s$, with $s=(m_w/m_b)^\alpha$. The ratio $u/\psi$ is $-(k/m_w)\tan(kL/2)$ on the well side and $-\kappa/m_b$ on the barrier side, and the rule implies $u_w/\psi_w=s^2u_b/\psi_b$. The even states therefore obey the first of the equations

$$\frac{k}{m_w}\tan\frac{kL}{2}=s^2\frac{\kappa}{m_b},\qquad -\frac{k}{m_w}\cot\frac{kL}{2}=s^2\frac{\kappa}{m_b},$$

and the odd states, with $\sin kz$ in the well, obey the second. The BenDaniel-Duke case is $s=1$.

On each branch where the left side is positive, it rises from zero towards infinity with energy, while the right side falls to zero at $E=V_0$. There is one crossing for each branch that begins below the barrier top. The branches begin at $kL/2=0,\ \pi/2,\ \pi$ and so on. At $E=V_0$ the present well has $kL/2=3.62$, which lies between $\pi$ and $3\pi/2$, so there are three bound states. This number depends on neither the barrier mass nor $s$.

For $s=1$ the levels are 0.0392, 0.1593 and 0.3518 eV. At the lowest one,

$$k=\sqrt{\frac{2(0.05)(0.03923)}{0.07620}}=0.2269\ \mathrm{nm^{-1}},\qquad \kappa=\sqrt{\frac{2(0.10)(0.36077)}{0.07620}}=0.9731\ \mathrm{nm^{-1}} .$$

With $kL/2=1.1345$ and a tangent of 2.1444, the left side of the even equation is $(0.2269/0.05)(2.1444)=9.73$ and the right side is $0.9731/0.10=9.73$, both in $1/(\mathrm{nm}\,m_0)$.

The energy functional offers an independent calculation, since it can be put on a grid with only continuity of $\psi$ built in. With a spacing of 0.025 nm the three levels agree with the matching equations to the five decimals printed. At the right edge the ground state has $\psi'/\psi=-0.487\ \mathrm{nm^{-1}}$ on the well side and $-0.973\ \mathrm{nm^{-1}}$ on the barrier side. Their ratio is 1.999, against the mass ratio of 2. The kink has emerged without being imposed.

The barrier mass acts in two ways. Since $\kappa$ grows as $\sqrt{m_b}$ at fixed energy, a heavier barrier shortens the tail of the state. But for $s=1$ the level is set by

$$\frac{\kappa}{m_b}=\sqrt{\frac{2(V_0-E)}{\hbar^2m_b}},$$

which decreases with $m_b$. The right side of the matching equation is lowered, the crossing moves down, and a heavier barrier gives a lower level despite the shorter tail. In the limit of a very high barrier $\kappa/m_b$ diverges, the even ground state tends to $kL=\pi$, and the influence of any fixed $s$ disappears because the envelope vanishes at the edge.

An interface potential has the opposite tendency when it is repulsive. With $S=0.10$ eV nm at each edge, $c=2(0.10)/0.07620=2.62$ in $1/(\mathrm{nm}\,m_0)$. For $s=1$ the right side of both matching equations becomes $\kappa/m_b+c$, and the levels rise to 0.0438, 0.1746 and 0.3736 eV. The slopes of the grid solution give $c=2.63$, which differs from the assigned value by about 0.1 percent.

The ordering $\alpha=-1/2$ has $s^2=m_b/m_w=2$. Its levels are 0.0519, 0.1960 and 0.3736 eV, higher than the BenDaniel-Duke values by 12.6, 36.6 and 21.8 meV. The assumption of a continuous envelope is therefore not a formality in this well: it changes the lowest level by about one third of its BenDaniel-Duke value. The third level nearly coincides with that of the well with interface potentials. The reason is that $2\kappa/m_b$ and $\kappa/m_b+c$ agree when $\kappa/m_b=c$, and at 0.3736 eV one finds $\kappa/m_b=2.63$, close to 2.62.

The faulty rule with continuous $\psi$ and $\psi'$ gives the same three levels as $\alpha=-1/2$. It belongs to the operator $-(\hbar^2/2m)\,d^2/dz^2+V$, in which the mass stands outside both derivatives. Substitute $\psi=m^{-1/2}\chi$ in its eigenvalue equation and multiply by $m^{1/2}$:

$$-\frac{\hbar^2}{2}\,m^{-1/2}\frac{d^2}{dz^2}\,m^{-1/2}\chi+V\chi=E\chi .$$

This is $H_\alpha$ with $\alpha=-1/2$ and $\beta=0$. The energies of the non-Hermitian operator are those of a Hermitian one and hence real, so real levels do not prove that a Hamiltonian is Hermitian. The defect appears in the states. Orthogonality of the functions $\chi$ means

$$\int m(z)\,\psi_a^*\psi_b\,dz=0\qquad(E_a\neq E_b),$$

whereas the ordinary overlap need not vanish. For the first and third states it has the magnitude 0.055 after normalization. With the BenDaniel-Duke conditions it is zero to within rounding error.

This overlap is the bound-state counterpart of the lost current. Take an equal superposition of the two normalized states under the faulty rule, with real wave functions and overlap $O$. Its total probability is

$$N(t)=1+O\cos\frac{(E_3-E_1)t}{\hbar},$$

which oscillates by about 5.5 percent about its mean. Each state alone carries no current and keeps its norm, but the superposition does not.

The step shows the same relation between the two rules. Both multiply $u/\psi$ by $m_-/m_+$ at the interface. Bound levels and reflection amplitudes depend on the rule through this ratio alone, and both rules give $R=0.051$. The transmitted amplitude depends on $\psi$ and $u$ separately. The Hermitian rule with $\alpha=-1/2$ gives $T=0.949$ and conserves probability, and the faulty one gives 0.475.

Motion in the plane of the layers leaves the interface conditions unchanged for isotropic masses. A plane wave with in-plane wave number $q$ adds $\hbar^2q^2/2m(z)$ to the potential, which is bounded and contributes nothing to the integral across an abrupt interface. It does alter the effective barrier height:

$$V_0(q)=V_0+\frac{\hbar^2q^2}{2}\left(\frac1{m_b}-\frac1{m_w}\right).$$

For a heavier barrier mass the height falls with $q$, and the subband is no longer a rigidly shifted parabola. If the mass is a tensor with axes tilted against the interface, as can happen for the valleys of silicon and germanium, the kinetic operator is $-(\hbar^2/2)\sum_{ij}\partial_i(m^{-1})_{ij}\partial_j$. Integration across the interface then makes $\sum_j(m^{-1})_{zj}\partial_j\psi$ continuous in place of $\psi'/m$.

A mass that depends on energy, which can represent a nonparabolic band, lies outside the derivation. States of different energy would then obey different interface conditions and belong to different Hamiltonians, and the cancellation of $W$ between them is lost. Their orthogonality and the conservation of current in their superpositions must be recovered from the multiband model that the energy-dependent mass replaces. Most of the values quoted here are collected in the numerical output that follows.

## Calculated quantities

```
hbar^2/m0 = 0.076200 eV nm^2
well mass = 0.05 m0, barrier mass = 0.10 m0
barrier height = 0.40 eV, well width = 10.0 nm
BenDaniel-Duke levels, matching = 0.03923, 0.15932, 0.35183 eV
BenDaniel-Duke levels, grid = 0.03923, 0.15932, 0.35183 eV
grid spacing = 0.025 nm, box length = 70 nm
ground state k = 0.22689 1/nm, kappa = 0.97310 1/nm
ground state kL/2 = 1.13445 rad
ground state tan(kL/2) = 2.14442
(k/m_w) tan(kL/2) = 9.7310 1/(nm m0)
kappa/m_b = 9.7310 1/(nm m0)
grid psi'/psi at right edge, well side = -0.4866 1/nm
grid psi'/psi at right edge, barrier side = -0.9729 1/nm
grid slope ratio barrier/well = 1.9994
delta strength S at each edge = 0.10 eV nm
c = 2S/hbar^2 = 2.6247 1/(nm m0)
c from grid slopes = 2.6277 1/(nm m0)
levels with delta at edges = 0.04381, 0.17461, 0.37356 eV
levels for alpha = -1/2, matching = 0.05186, 0.19596, 0.37361 eV
levels for psi, psi' continuous, grid = 0.05186, 0.19596, 0.37361 eV
shift alpha=-1/2 minus BDD = 12.63152, 36.64288, 21.78349 meV
overlap of states 1 and 3, BDD = 2.3e-14
overlap of states 1 and 3, alpha=-1/2 = 2.4e-14
overlap of states 1 and 3, psi' continuous = 0.05543
same with weight m, psi' continuous = 2.4e-14
graded layer 0.001 nm, alpha=0.00: M11 = 1.00000, M22 = 1.00000
  largest deviation from abrupt limit: 2.62e-02 at 0.01 nm, 2.62e-03 at 0.001 nm
graded layer 0.001 nm, alpha=-0.25: M11 = 1.18921, M22 = 0.84090
  largest deviation from abrupt limit: 3.17e-02 at 0.01 nm, 3.17e-03 at 0.001 nm
graded layer 0.001 nm, alpha=-0.50: M11 = 1.41421, M22 = 0.70711
  largest deviation from abrupt limit: 3.76e-02 at 0.01 nm, 3.76e-03 at 0.001 nm
step: incident energy = 0.50 eV
step: k1 = 0.81004 1/nm, k2 = 0.51232 1/nm
step: v1 = 1.8755e+06 m/s, v2 = 5.9310e+05 m/s
step, BDD: R = 0.26987, T = 0.73013, R+T = 1.00000
step, alpha=-1/2: R = 0.05069, T = 0.94931, R+T = 1.00000
step, psi' continuous: R = 0.05069, T = 0.47465, R+T = 0.52535
```
